# Small residual, wrong coefficients: solving with the Hilbert matrix

## The problem

A function on the unit interval is expanded in monomials,

\[
f(x)=\sum_{j=0}^{n-1}c_jx^j ,
\]

and its coefficients are to be recovered from its moments \(b_i=\int_0^1x^if(x)\,dx\). Inserting the expansion gives the linear system

\[
Sc=b,\qquad S_{ij}=\int_0^1x^{i+j}dx=\frac1{i+j+1},\qquad i,j=0,\dots,n-1 .
\]

The overlap matrix \(S\) is the Hilbert matrix. The coordinate \(x\) is position divided by interval length, so every quantity here is a pure number and no energy or length unit enters.

Take \(n=12\) and \(f=1+x+\dots+x^{11}\), so that every true coefficient is 1. The system is solved in double precision, with unit round-off \(u=2^{-53}\approx1.11\times10^{-16}\), by Gaussian elimination with row exchanges. The numbers below come from the LAPACK factorization and solve routines, called through SciPy. Call the result \(\hat c\). Its residual \(r=b-S\hat c\), evaluated in exact rational arithmetic, satisfies \(\|r\|/\|b\|=5.5\times10^{-17}\) in the Euclidean norm. How many digits of \(\hat c\) can be trusted, and how does the answer depend on \(n\)?

## A tempting solution

The matrix is invertible, so only one vector satisfies the equations. The computed vector satisfies them to a relative accuracy of \(5.5\times10^{-17}\), which is below the unit round-off. Therefore \(\hat c\) agrees with \(c\) to about sixteen digits. Since the residual is at this level for other \(n\) too, the size of the basis does not matter.

The computed coefficients, from \(\hat c_0\) to \(\hat c_{11}\), contradict this:

\[
\begin{aligned}
&1.0000,\quad 1.0000,\quad 1.0003,\quad 0.9966,\\
&1.0251,\quad 0.8899,\quad 1.3064,\quad 0.4464,\\
&1.6480,\quad 0.5261,\quad 1.1967,\quad 0.9646 .
\end{aligned}
\]

The squared deviations from 1 add up to about 1.098. With \(\|c\|^2=12\), the relative error is \(\sqrt{1.098/12}=0.30\). This value depends on how the individual operations are rounded. The same elimination written as plain loops gives \(2.8\times10^{-3}\), or \(3.5\times10^{-2}\) if each multiplier is formed with the reciprocal of the pivot, with relative residuals of \(7.9\times10^{-17}\) and \(7.5\times10^{-17}\). In every case the error is far above the residual. The smaller values do not mark a better method: an exact solution of the stored, rounded system already has a relative error of 0.14, so they arise where rounding errors of the elimination offset those of the data.

## Where the argument fails

Uniqueness says that zero residual means zero error. It does not say that a small residual means a small error. With \(e=c-\hat c\),

\[
r=b-S\hat c=Sc-S\hat c=Se .
\]

The matrix \(S\) is symmetric, and for any \(a\neq0\)

\[
a^TSa=\int_0^1\Big(\sum_ja_jx^j\Big)^2dx>0 ,
\]

because a nonzero polynomial cannot vanish throughout an interval. Hence \(S\) has positive eigenvalues \(\lambda_k\) and orthonormal eigenvectors \(v_k\), and

\[
e=S^{-1}r=\sum_k\frac{v_k^Tr}{\lambda_k}\,v_k .
\]

A component of the residual along an eigenvector with a tiny eigenvalue is divided by that eigenvalue. The tempting solution left out this division.

## The correct error bound

Replacing every \(\lambda_k\) by the smallest gives \(\|e\|\le\|r\|/\lambda_{\min}\). Also \(\|b\|=\|Sc\|\le\lambda_{\max}\|c\|\), so \(1/\|c\|\le\lambda_{\max}/\|b\|\). Multiplying the two inequalities,

\[
\frac{\|e\|}{\|c\|}\le\kappa\,\frac{\|r\|}{\|b\|},\qquad
\kappa=\frac{\lambda_{\max}}{\lambda_{\min}} .
\]

For \(n=2\) the trace of \(S\) is \(4/3\) and its determinant is \(1/12\). The eigenvalues are therefore \((4\pm\sqrt{13})/6\), and \(\kappa=(4+\sqrt{13})/(4-\sqrt{13})\approx19.3\), which is harmless. For \(n=12\), diagonalization in 60-digit arithmetic gives \(\kappa=1.71\times10^{16}\). The bound is then

\[
1.71\times10^{16}\times5.48\times10^{-17}\approx0.94 .
\]

It guarantees no correct digit, and the actual error of 0.30 is consistent with it.

The factor \(\kappa\) cannot be improved for general data. Let \(c=v_{\max}\), so \(b=\lambda_{\max}v_{\max}\), and change \(b\) by \(\varepsilon\|b\|v_{\min}\). The solution changes by \(\varepsilon\lambda_{\max}v_{\min}/\lambda_{\min}\), a relative change of \(\kappa\varepsilon\). The same change along \(v_{\max}\) produces only \(\varepsilon\). For \(n=6\), where \(\kappa=1.495\times10^7\), a perturbation \(\varepsilon=10^{-12}\) gives errors of \(1.495\times10^{-5}\) and \(10^{-12}\) respectively. Thus \(\kappa\) describes the worst direction, not every direction.

## Why the residual stays small

Assume that each arithmetic operation returns its exact result times \(1+\delta\), with \(|\delta|\le u\), without overflow or underflow. A product of at most \(n\) factors \((1+\delta)^{\pm1}\) equals \(1+\theta\). It lies between \((1-u)^n\ge1-nu\) and \((1-u)^{-n}\le1/(1-nu)\), so for \(nu<1\)

\[
|\theta|\le\gamma_n=\frac{nu}{1-nu}.
\]

Elimination and both triangular solves repeat one operation: start from a number \(s\) and subtract products \(p_1,p_2,\dots,p_q\). With rounding,

\[
w_k=\big[w_{k-1}-p_k(1+\delta_k)\big](1+\epsilon_k),\qquad w_0=s .
\]

Divide by \((1+\epsilon_1)\cdots(1+\epsilon_k)\) and add the equations for \(k=1,\dots,q\). The intermediate \(w_k\) cancel, leaving

\[
s=\sum_{k=1}^{q}p_k(1+\theta_k)+w_q(1+\theta_0).
\]

There are at most \(n-1\) subtractions, and a final division adds one more factor, so every \(\theta\) is bounded by \(\gamma_n\). This count is for sequential subtraction followed by a division. A library routine that regroups the sums or multiplies by a reciprocal can change the constant slightly, but not the form of the bound.

Let \(\tilde S,\tilde b\) be the stored, rounded data, with rows in pivot order, and let \(L,U\) be the computed triangular factors. Applied to the three stages, the result reads

\[
LU=\tilde S+E_1,\qquad (L+\delta L)y=\tilde b,\qquad (U+\delta U)\hat c=y,
\]

where, element by element, \(|E_1|\le\gamma_n|L||U|\), \(|\delta L|\le\gamma_n|L|\) and \(|\delta U|\le\gamma_n|U|\). Eliminating \(y\),

\[
(\tilde S+E)\hat c=\tilde b,\qquad
E=E_1+\delta L\,U+L\,\delta U+\delta L\,\delta U,
\]

\[
|E|\le(3\gamma_n+\gamma_n^2)\,|L||U| .
\]

This is useful if \(|L||U|\) is not much larger than \(S\). For \(n=2\) to 14 the largest ratio of their maximum row sums is 1.000, so the perturbation \(E\) is small relative to \(S\).

The stored data contribute separately. Since

\[
r=(b-\tilde b)+E\hat c+(\tilde S-S)\hat c ,
\]

rounding the data adds at most \(u|b|+uS|\hat c|\) to each component of \(|r|\). The residual is therefore at most of order \(nu\|S\|\|\hat c\|\), with no explicit factor \(\kappa\): the computed vector solves a nearby system exactly. This guarantees a small \(\|r\|/\|b\|\) only when \(\|S\|\|\hat c\|\) is comparable with \(\|b\|\). That holds here, where \(\lambda_{\max}\|\hat c\|/\|b\|\) is about 1.2 for \(n=12\) and about 15 for \(n=13\). For \(c=v_{\min}\) the ratio \(\lambda_{\max}\|c\|/\|b\|\) would be \(\kappa\), and no such guarantee would remain.

## Why the condition number grows so fast

A lower bound on \(\kappa\) needs one polynomial with large coefficients and a small norm. Set \(m=n-1\) and take the shifted Legendre polynomial

\[
p(x)=\frac1{m!}\frac{d^m}{dx^m}(x^2-x)^m
=\sum_{k=0}^m(-1)^{m-k}\binom mk\binom{m+k}k x^k .
\]

The second form follows by expanding the power and differentiating each \(x^{m+k}\). To find the norm, integrate by parts \(m\) times. Boundary terms vanish because the lower derivatives of \((x^2-x)^m\) are zero at both ends. With \(p^{(m)}=m!\binom{2m}{m}\),

\[
\int_0^1p^2dx=\binom{2m}{m}\int_0^1x^m(1-x)^mdx
=\frac{(2m)!}{(m!)^2}\frac{(m!)^2}{(2m+1)!}=\frac1{2m+1}.
\]

Let \(a\) be the coefficient vector and \(A=\sum_k|a_k|\). The Cauchy inequality gives \(\|a\|^2\ge A^2/n\). The smallest eigenvalue cannot exceed the quotient \(a^TSa/\|a\|^2\), hence

\[
\lambda_{\min}\le\frac{n}{(2n-1)A^2}.
\]

Since \(\lambda_{\max}\ge S_{00}=1\), we have \(\kappa\ge(2n-1)A^2/n\).

To estimate \(A\), use \(\binom{m+k}{k}=\sum_j\binom mj\binom kj\), which counts a choice of \(k\) objects from groups of \(m\) and \(k\). Also \(\sum_k\binom mk\binom kj=\binom mj2^{m-j}\): choose the \(j\) objects first, then any subset of the rest. Therefore

\[
A=\sum_{j=0}^m\binom mj^2 2^{m-j}
\ge\frac1n\left[\sum_{j=0}^m\binom mj2^{(m-j)/2}\right]^2
=\frac{(1+\sqrt2)^{2m}}n ,
\]

again by the Cauchy inequality, and finally

\[
\kappa\ge\frac{2n-1}{n^3}(1+\sqrt2)^{4(n-1)} .
\]

Apart from the algebraic prefactor, this bound grows by a factor of 34 per added monomial, or about 1.5 decimal digits. For \(n=12\) it gives \(9.3\times10^{14}\), below the computed \(1.71\times10^{16}\), as a lower bound must be.

## Reading the numbers

The same calculation, with all true coefficients equal to 1, gives:

| \(n\) | \(\kappa\) | \(\|r\|/\|b\|\) | \(\|e\|/\|c\|\) | bound |
|---:|---:|---:|---:|---:|
| 3 | 5.2e2 | 2.0e-17 | 8.2e-15 | 1.1e-14 |
| 6 | 1.5e7 | 9.4e-17 | 1.2e-11 | 1.4e-9 |
| 8 | 1.5e10 | 4.0e-17 | 3.4e-7 | 6.2e-7 |
| 9 | 4.9e11 | 1.3e-16 | 8.8e-8 | 6.5e-5 |
| 10 | 1.6e13 | 9.5e-17 | 3.0e-4 | 1.5e-3 |
| 12 | 1.7e16 | 5.5e-17 | 3.0e-1 | 9.4e-1 |
| 13 | 5.6e17 | 2.3e-16 | 1.3e1 | 1.3e2 |
| 14 | 1.9e19 | 7.9e-17 | 4.1 | 1.5e3 |

A straight-line fit of \(\log(\|e\|/\|c\|)\) against \(\log\kappa\), over all \(n\) from 3 to 12, has slope 1.00 for this routine, and 0.94 to 0.99 for the plain-loop versions. The points scatter widely, so this is a trend and not a law for each \(n\). In this table the error even falls from \(n=8\) to 9, an accident of rounding that the plain-loop versions do not share. The eigenvector expansion of \(e\) explains how: the error depends on the direction of \(r\) as well as its length. At \(n=9\), \(|v_{\min}^Tr|\le\lambda_{\min}\|e\|\) means that \(|v_{\min}^Tr|/\|r\|\) is at most the ratio of error to bound, \(8.76\times10^{-8}/6.47\times10^{-5}\), times \(\lambda_{\max}\|c\|/\|b\|\approx1.17\), which is \(1.6\times10^{-3}\). In this run, less than 0.2 per cent of the residual's length lies along the most dangerous direction.

## What remains accurate

The wrong coefficients still describe \(f\) well. The function error \(\delta f=\sum_je_jx^j\) obeys

\[
\|\delta f\|^2=\int_0^1(\delta f)^2dx=e^TSe=r^TS^{-1}r\le\frac{\|r\|^2}{\lambda_{\min}} .
\]

In the eigenvector basis, \(\|b\|^2=c^TS^2c\le\lambda_{\max}c^TSc=\lambda_{\max}\|f\|^2\). Combining the two,

\[
\frac{\|\delta f\|}{\|f\|}\le\sqrt\kappa\,\frac{\|r\|}{\|b\|} .
\]

For \(n=12\) the right side is \(1.31\times10^8\times5.48\times10^{-17}=7.2\times10^{-9}\). Gauss quadrature of \((\delta f)^2\) gives a relative function error of \(2.7\times10^{-9}\). Large coefficient errors nearly cancel in the sum, because some combinations of monomials are almost zero throughout the interval. Whether the result is usable depends on whether the function or its coefficients are wanted.

If the coefficients are wanted from monomial moments, both data and arithmetic must be more accurate. In a run with data rounded to 113 binary digits and arithmetic at least that long, the \(n=12\) coefficient error falls to \(6\times10^{-20}\). Longer arithmetic applied to moments already rounded to double precision offers no such guarantee, since a data error \(\varepsilon\) can still be amplified to \(\kappa\varepsilon\). For \(n=12\), an exact solution with the exact matrix and these rounded moments still has a relative coefficient error of 0.14.

A change of basis removes the ill-conditioned overlap matrix, provided the coefficients in the new basis are what is wanted. The integration by parts above gives zero when \(p\) is multiplied by any polynomial of lower degree, so the shifted Legendre polynomials are orthogonal. Their overlap matrix is diagonal with entries \(1/(2m+1)\), \(m=0,\dots,n-1\), and its condition number is \(2n-1\), or 23 for \(n=12\). The moments must then be computed directly with these polynomials. Forming them from rounded monomial moments would multiply the rounding errors by the large coefficients \(a_k\). Converting the result back to monomial coefficients also costs accuracy: from \(\|\delta f\|^2=e^TSe\ge\lambda_{\min}\|e\|^2\) and \(\|f\|^2\le\lambda_{\max}\|c\|^2\), a relative function error can be amplified by up to \(\sqrt\kappa\), about \(10^8\) for \(n=12\).
